# Snap-off of a JKR sphere under load and displacement control

## Problem

An elastic sphere of radius $R$ adheres to a flat. The work of adhesion is $w$ (energy per unit area needed to separate the surfaces reversibly) and the reduced modulus is $E^*$, with $1/E^*=(1-\nu_1^2)/E_1+(1-\nu_2^2)/E_2$ for the two bodies. Use the JKR model: linear elasticity, a frictionless circular contact of radius $a\ll R$, and attraction of negligible range outside the contact.

The approach $\delta$ and the force $F$ are positive in compression, and the tension is $T=-F$. The sphere is pulled off slowly in one of two ways:

- load control: a dead load fixes $F$, and $\delta$ adjusts;
- displacement control: an infinitely stiff machine fixes $\delta$, and $F$ adjusts.

Show that under displacement control the contact becomes unstable when the tension is five-ninths of the maximum tension reached under load control. Then evaluate both forces for a soft elastomer bead on a dry oxide wafer, with the rough typical values $R=20$ µm, $E^*=2$ MPa and $w=50$ mJ/m².

## Hints

1. The contact pressure is a Hertz pressure plus that of a flat punch. Find the force and the elastic energy as functions of the two independent variables $a$ and $\delta$.
2. Add the surface energy $-\pi wa^2$. The contact edge is free to move, so equilibrium is a stationary point in $a$.
3. The control decides what is held fixed while $a$ varies. For each control, ask when the energy has no minimum left at any $a>0$.
4. The radius at which displacement control fails is a convenient unit of length.

## Solution

### Pressure and force

A point load $P$ on an elastic half-space displaces the surface at distance $s$ by $P/(\pi E^*s)$; with the reduced modulus this is the sum for both bodies. Near the contact the sphere's profile is $r^2/(2R)$, so inside the contact the displacement must be $\delta-r^2/(2R)$. Try
$$p(\rho)=p_0\sqrt{1-\rho^2/a^2}+\frac{p_1}{\sqrt{1-\rho^2/a^2}} .$$

To find the displacement at radius $r<a$, use polar coordinates $(s,\phi)$ centred on that point. The area element $s\,ds\,d\phi$ cancels the $1/s$ of the kernel, leaving integrals of $p$ along chords, with $0<\phi<\pi$. On a chord, $a^2-\rho^2=h^2-t^2$, where $t$ is measured from the chord's midpoint and $h^2=a^2-r^2\sin^2\phi$. Since $\int_{-h}^{h}\sqrt{h^2-t^2}\,dt=\pi h^2/2$ and $\int_{-h}^{h}dt/\sqrt{h^2-t^2}=\pi$,
$$u(r)=\frac{1}{\pi E^*}\int_0^\pi\left[\frac{p_0}{a}\frac{\pi h^2}{2}+p_1a\pi\right]d\phi
=\frac{\pi p_0}{4E^*a}(2a^2-r^2)+\frac{\pi p_1a}{E^*}.$$

Matching the $r^2$ term gives $p_0=2E^*a/(\pi R)$. The first part is then $a^2/R-r^2/(2R)$, and the constant term requires $p_1=E^*(\delta-a^2/R)/(\pi a)$. When $\delta<a^2/R$, $p_1$ is negative and the contact edge is in tension.

The pressures integrate to $\tfrac23\pi a^2p_0$ and $2\pi a^2p_1$, so
$$F=\frac{4E^*a^3}{3R}+2E^*a\left(\delta-\frac{a^2}{R}\right)=2E^*\left(a\delta-\frac{a^3}{3R}\right).\tag{1}$$

### Energy

At fixed $a$ the elastic energy obeys $\partial U_{el}/\partial\delta=F$, hence
$$U_{el}=E^*\left(a\delta^2-\frac{2a^3\delta}{3R}\right)+C(a).$$
The function $C(a)$ follows from a state of known energy. Take Hertz contact without adhesion, $\delta=a^2/R$, reached by letting the contact radius $b$ grow from 0 to $a$. The work done is
$$\int_0^a\frac{4E^*b^3}{3R}\,\frac{2b}{R}\,db=\frac{8E^*a^5}{15R^2}.$$
At $\delta=a^2/R$ the bracket contributes $E^*a^5/(3R^2)$, so $C=(8/15-5/15)E^*a^5/R^2=E^*a^5/(5R^2)$. With the surface energy,
$$U(a,\delta)=E^*\left(a\delta^2-\frac{2a^3\delta}{3R}+\frac{a^5}{5R^2}\right)-\pi wa^2 .$$

Its derivative with respect to $a$ contains a perfect square. Writing $s(a)=\sqrt{2\pi wa/E^*}$,
$$\frac{\partial U}{\partial a}=E^*\left[\left(\frac{a^2}{R}-\delta\right)^2-s^2\right]
=E^*\,[\delta_b(a)-\delta]\left[\frac{a^2}{R}-\delta+s\right],\tag{2}$$
$$\delta_b(a)=\frac{a^2}{R}-\sqrt{\frac{2\pi wa}{E^*}} .\tag{3}$$

Equilibrium requires one factor to vanish. The second factor increases with $a$; where it passes through zero, the first equals $-2s<0$. There $\partial U/\partial a$ changes from positive to negative, which is an energy maximum. Stable contacts therefore lie on the branch $\delta=\delta_b(a)$. Inserting (3) into (1) gives the force on this branch,
$$F_b(a)=\frac{4E^*a^3}{3R}-\sqrt{8\pi wE^*a^3}.\tag{4}$$

### Displacement control

Hold $\delta$ fixed. On the branch the second factor in (2) equals $2s>0$, so near equilibrium $\partial U/\partial a$ has the sign of $\delta_b(a)-\delta$. The energy has a minimum where this difference rises through zero, that is, where $d\delta_b/da>0$. Now
$$\frac{d\delta_b}{da}=\frac{2a}{R}-\frac{s}{2a},$$
which is negative at small $a$ and positive at large $a$. It vanishes once, where $s=4a^2/R$. Squaring gives $2\pi wa/E^*=16a^4/R^2$, so
$$a_D^3=\frac{\pi wR^2}{8E^*},\qquad \delta_D=\frac{a_D^2}{R}-\frac{4a_D^2}{R}=-\frac{3a_D^2}{R}.\tag{5}$$

This is the lowest value of $\delta_b$. If $\delta<\delta_D$, both factors in (2) are positive for every $a>0$, so the energy falls all the way as the contact radius shrinks to zero, and the surfaces separate. From (1), the tension at the instability is
$$T_D=-2E^*\left(-\frac{3a_D^3}{R}-\frac{a_D^3}{3R}\right)=\frac{20E^*a_D^3}{3R}=\frac56\pi wR .$$

The energy there, using $\pi w=8E^*a_D^3/R^2$, is $(9+2+\tfrac15-8)E^*a_D^5/R^2=3.2\,E^*a_D^5/R^2$. It is positive, while the separated state has $U=0$. Just before it snaps the contact is therefore only metastable, and this energy is dissipated in the snap.

### Load control

Hold $F$ fixed. The potential is now $\Phi=U-F\delta$. At each $a$, $\delta$ relaxes until (1) gives the imposed force. Because $\Phi$ is stationary in $\delta$, its total derivative with respect to $a$ is still expression (2), evaluated at the relaxed $\delta$. Subtracting (1) at $\delta$ from (1) at $\delta_b(a)$ gives
$$\delta_b(a)-\delta=\frac{F_b(a)-F}{2E^*a}.$$
Under tension, (1) gives $\delta\le a^2/(3R)$, so the second factor in (2) is positive. The sign of $d\Phi/da$ is therefore that of $F_b(a)-F$, and stability requires $dF_b/da>0$.

With $y=a^{3/2}$, (4) is the quadratic $F_b=\alpha y^2-\beta y$, where $\alpha=4E^*/(3R)$ and $\beta=\sqrt{8\pi wE^*}$. Its minimum is at $y=\beta/(2\alpha)$, which gives
$$a_L^3=\frac{\beta^2}{4\alpha^2}=\frac{9\pi wR^2}{8E^*}=9a_D^3,\qquad
T_L=\frac{\beta^2}{4\alpha}=\frac32\pi wR .$$
A larger tension leaves $d\Phi/da>0$ for all $a>0$, and the contact is lost. Hence
$$\boxed{\frac{T_D}{T_L}=\frac{5/6}{3/2}=\frac59}$$

The modulus cancels from both forces; it sets the contact size and the travel.

### The path between the two limits

Let $x=(a/a_D)^{3/2}$. From (5), $\sqrt{2\pi w/E^*}=4a_D^{3/2}/R$, and (3) and (4) become
$$\delta_b=\frac{a_D^2}{R}\left(x^{4/3}-4x^{1/3}\right),\qquad
\frac{T}{T_L}=\frac{6x-x^2}{9}.\tag{6}$$
For the second, the prefactor is $4E^*a_D^3/(3R)=\pi wR/6=T_L/9$.

Zero load is at $x=6$, the tension maximum at $x=3$ and the displacement-control instability at $x=1$. A displacement-controlled pull passes through the same maximum $T_L$, but stably. The tension then declines to $\tfrac59T_L$ before the contact snaps. Five-ninths is thus the force at the moment of loss, and not the force that the tool must be able to supply.

A numerical search confirms the ratio. With $R=E^*=w=1$, the energy was obtained by integrating pressure times displacement over the contact, and the disappearance of its minimum was located for each control. The limits were 4.712 and 2.618, with ratio 0.5556.

### The elastomer bead

The load-control limit is
$$T_L=1.5\pi\,(0.050\ \text{N/m})(20\ \text{µm})=4.71\ \text{µN},$$
and the tension at the displacement-control snap is $T_D=\tfrac59\times4.71=2.62$ µN. Equation (5) gives $a_D=1.578$ µm. The other radii follow from $a=a_Dx^{2/3}$:

| State | $x$ | $a$ (µm) | $\delta$ (µm) | $T$ (µN) |
|---|---|---|---|---|
| Zero load | 6 | 5.21 | 0.452 | 0 |
| Maximum tension | 3 | 3.28 | −0.180 | 4.71 |
| Displacement snap | 1 | 1.58 | −0.373 | 2.62 |

For instance, $\delta_D=-3(1.578)^2/20=-0.373$ µm. The machine must retract by a further 0.194 µm after the maximum before the contact snaps. During this travel the contact radius falls by a factor $9^{1/3}=2.08$.

### Where the model stands for a real bead

The JKR limit needs surface deformations much larger than the range $z_0$ of the attraction. By (5), the deformation scale $a_D^2/R$ is proportional to $(Rw^2/E^{*2})^{1/3}$. Dividing by $z_0$ gives the Tabor parameter $\mu=[Rw^2/(E^{*2}z_0^3)]^{1/3}$. With $z_0=0.3$ nm it is about 770, well inside the JKR regime. A hard polishing grain is different: for the same $w$ and $z_0$, a modulus $10^4$ times larger and a radius 400 times smaller reduce $\mu$ to about 0.2, and the five-ninths law should not be used.

For this bead several neglected effects are small:

- The weight, for a density of 1000 kg/m³, is $7\times10^{-5}$ of $T_L$.
- A wafer of modulus 70 GPa contributes a compliance about $3\times10^{-5}$ of the bead's.
- Replacing the parabola by the true spherical profile lowers the maximum tension by about 1% and changes the ratio from 0.556 to 0.559. This does not include finite strain or the finite size of the bead. Neither is negligible here: $a/R$ is 0.16 at maximum tension, the mean tensile stress at the snap is about $0.17E^*$, and the finite size can move the ratio by several hundredths, depending on how the bead is held (Variation 1).
- At fixed $\delta$, the energy barrier against detachment at the maximum-tension point is of order $10^8\,k_BT$ at 300 K. It falls to zero at $\delta_D$, so thermal escape matters only close to the snap.

Water may not be a small effect. A fully wetting meniscus whose height at its rim is $h$ covers an area $2\pi Rh$ around a rigid sphere, with a suction $2\gamma/h$. The product is $4\pi\gamma R$, or 18 µN for $\gamma=72$ mN/m, nearly four times $T_L$. For a bead that water wets poorly this is only a rough upper estimate, and the actual force may be much smaller. A possible force of this size cannot be ignored, however, so the example is restricted to dry surfaces. Two further assumptions, a rigid machine and mount and a rate-independent $w$, are relaxed below.

## Variation 1: a machine of finite stiffness

**Question.** The sphere is pulled through a spring of stiffness $k$ whose far end is at position $\Delta$. At what tension does the contact snap?

**Solution.** The spring supplies $F=k(\Delta-\delta)$ and adds $\tfrac12k(\delta-\Delta)^2$ to the energy. At each $a$, $\delta$ relaxes until
$$F(a,\delta)+k\delta=k\Delta .$$
On the branch, the same left-hand side equals $F_b+k\delta_b\equiv k\Delta_b(a)$. By (1), it is linear in $\delta$ with slope $2E^*a+k$. Subtraction therefore gives
$$\delta_b(a)-\delta=\frac{k\,[\Delta_b(a)-\Delta]}{2E^*a+k}.$$
As before, stability is lost where the branch function, now $\Delta_b$, has its minimum:
$$\frac{dF_b}{da}+k\frac{d\delta_b}{da}=0 .$$
Differentiating (3) and (4) and using $\sqrt{2\pi w/E^*}=4a_D^{3/2}/R$,
$$\frac{d\delta_b}{da}=\frac{2a}{R}\left(1-\frac1x\right),\qquad
\frac{dF_b}{da}=\frac{4E^*a^2}{R}\left(1-\frac3x\right).$$
Multiplying the condition by $xR/(2a)$ and setting $a=a_Dx^{2/3}$ gives
$$\frac{k}{2E^*a_D}=\frac{x^{2/3}(3-x)}{x-1},\qquad 1<x<3 .\tag{7}$$

A soft spring gives $x\to3$ and recovers load control. A stiff one gives $x\to1$ and recovers displacement control. Near the stiff limit, (7) gives $x-1\approx2(2E^*a_D/k)$. The slope of $T/T_L$ at $x=1$ is $(6-2)/9=4/9$, so
$$\frac{T_{snap}}{T_L}\approx\frac59+\frac89\,\frac{2E^*a_D}{k}.$$

For the bead, $2E^*a_D=6.31$ N/m. The full condition (7) gives:

| $k$ (N/m) | $T_{snap}/T_L$ |
|---|---|
| 1 | 0.998 |
| 40 | 0.686 |
| 1000 | 0.561 |

At 1000 N/m the stiff-limit formula gives $0.5556+0.0056=0.561$, in agreement. A spring of 40 N/m, which is stiff for a force-microscope cantilever, still snaps at a tension 23% above the five-ninths value. "Displacement control" thus requires a machine stiffness far above $2E^*a_D$; moving the far end of a spring at a prescribed rate is not enough.

The stiffness $k$ must include the bead's own mount. A bead held on a small patch of radius $b\ll R$ at its far side also deforms there, with a stiffness of roughly $2E^*b$. For $b=5$ µm this is about 20 N/m, and (7) then gives a snap near $0.78\,T_L$ even if the machine itself is rigid. This half-space estimate neglects the finite size of the bead, which lowers the snap tension by about $0.03\,T_L$. It still shows that a small mount keeps the snap well above five-ninths. A broad mount does not give exactly five-ninths either, because a rigid support close to the contact makes the bead stiffer than a half-space. In linear elasticity an incompressible bead of this size, held rigidly over its far hemisphere, snaps near $0.51\,T_L$ or somewhat lower.

## Variation 2: adhesion that depends on edge speed

**Question.** In an elastomer, separating the surfaces faster can cost more energy. Suppose that at edge speed $v=-da/dt$ the work of adhesion becomes $w[1+(v/v_0)^n]$, with the bulk still elastic. What happens to a displacement-controlled pull at speed $V$?

**Solution.** When $a$ shrinks by $|da|$ at fixed $\delta$, (2) shows that the elastic energy falls by $E^*(a^2/R-\delta)^2|da|$, while the area lost is $2\pi a|da|$. The energy released per unit area is
$$G=\frac{E^*(a^2/R-\delta)^2}{2\pi a}.$$
Equating it to the rate-dependent work gives, for $G\ge w$,
$$\frac{da}{dt}=-v_0\left(\frac Gw-1\right)^{1/n},$$
to be integrated with $\delta$ decreasing at rate $V$ from the zero-load state.

A slow pull follows the static branch closely near maximum tension. There $x=3$, and the derivative above gives
$$\frac{da}{d\delta}=\frac{3R}{4a_L}=\frac{3\times20}{4\times3.28}=4.6 .$$
Take the rough values $v_0=1$ µm/s and $n=0.6$. At $V=1$ nm/s the edge moves at 4.6 nm/s, and $w$ rises by a fraction $(0.0046)^{0.6}\approx0.04$. Since $T_L\propto w$, the peak should rise by about 4%. Numerical integration gives:

| $V$ (nm/s) | Peak $T/T_L$ | $T/T_L$ at $\delta=\delta_D$ |
|---|---|---|
| 1 | 1.039 | 0.798 |
| 10 | 1.149 | 1.022 |

Here $T_L$ and $\delta_D$ keep their static values. The peak agrees with the estimate, but the tension at $\delta_D$ is far above 0.556. On the static branch $da/d\delta$ diverges as $x\to1$, so the edge would have to move infinitely fast. The rate-dependent edge cannot do so and lags behind, leaving a larger contact that carries more tension.

With these assumed parameters, the static snap is thus blurred even at 1 nm/s. The five-ninths law applies when the bulk responds elastically, the contact is small compared with $R$, $w$ is constant over the range of edge speeds that matters, the machine and the bead's mount together are much stiffer than $2E^*a_D$, and the contact is in the JKR regime. The numerical output below lists the values used here.

## Calculated quantities

```
Scaled energy-well search (R = E* = w = 1)
load-control limit: 4.712
tension at displacement-control snap: 2.618
ratio found numerically: 0.5556
five ninths: 0.5556
Example: soft elastomer bead on dry oxide wafer
sphere radius R: 20 um
reduced modulus E*: 2 MPa
work of adhesion w: 50 mJ/m2
zero load, contact radius: 5.209 um
zero load, approach: 0.4523 um
maximum tension, contact radius: 3.282 um
maximum tension, approach: -0.1795 um
displacement snap, contact radius: 1.578 um
displacement snap, approach: -0.3734 um
maximum tension: 4.712 uN
tension at displacement snap: 2.618 uN
ratio in example: 0.5556
extra travel from maximum to snap: 0.1939 um
Finite machine stiffness
stiffness scale 2 E* a_snap: 6.311 N/m
snap tension / maximum, k = 1 N/m: 0.9976
snap tension / maximum, k = 40 N/m: 0.686
snap tension / maximum, k = 1000 N/m: 0.5612
Rate-dependent adhesion (rough law)
reference edge speed: 1 um/s
speed exponent: 0.6
pull 1 nm/s, peak / static maximum: 1.039
pull 1 nm/s, at static snap approach / static maximum: 0.798
pull 10 nm/s, peak / static maximum: 1.149
pull 10 nm/s, at static snap approach / static maximum: 1.022
Other neglected effects
contact radius / R at maximum tension: 0.1641
snap ratio with true spherical profile: 0.55939
maximum with true profile / JKR maximum: 0.98936
assumed range of attraction: 0.3 nm
Tabor parameter: 774
assumed wafer modulus: 70 GPa
wafer compliance / bead compliance: 2.9e-05
assumed bead density: 1000 kg/m3
weight / maximum tension: 7e-05
temperature: 300 K
barrier at maximum tension / kT: 1.6e+08
assumed water surface tension: 72 mN/m
fully wetting meniscus force, rough bound: 18 uN
```
